# Magnetic dipolar coupling of two implanted electron spins at 10 nm

## Problem

Two nitrogen atoms are implanted in diamond. Each replaces a carbon atom and carries one unpaired electron of spin 1/2. The centres are $r=10$ nm apart, and $\mathbf n$ is the unit vector joining them. Treat each electron as a point magnetic dipole with the free-electron value $g=2.00232$, and let the host have the magnetic permeability of vacuum.

(a) Derive the Hamiltonian of the magnetic interaction and its characteristic strength $D$, the factor that remains when angular factors are set aside. Evaluate $D$ in eV and $D/h$ in kHz.

(b) Find the energy levels of this interaction alone, without an applied field.

(c) A field of 0.34 T is applied at an angle $\theta$ to $\mathbf n$. Find the splitting of the resonance lines when the two spins have clearly different resonance frequencies, and when they have the same one. Take a frequency difference of 90 MHz for the first case.

(d) Decide whether the magnetic interaction is the whole coupling between the two spins. Repeat the estimate for two phosphorus donors in silicon at the same distance.

The algebra is in atomic units: $\hbar=m_e=e=4\pi\varepsilon_0=1$. The speed of light is then $1/\alpha$, with $\alpha=0.00729735$. The Bohr magneton is $\mu_B=1/2$, and $\mu_0/4\pi=1/c^2=\alpha^2$. Spin operators are dimensionless, with components $\pm1/2$.

## Solution

### (a) Hamiltonian and strength

The vector potential of a point dipole $\mathbf m_1$ at the origin is
$$\mathbf A=\alpha^2\,\frac{\mathbf m_1\times\mathbf r}{r^3}.$$
For a constant vector $\mathbf m_1$ and any field $\mathbf F$,
$$\nabla\times(\mathbf m_1\times\mathbf F)=\mathbf m_1(\nabla\cdot\mathbf F)-(\mathbf m_1\cdot\nabla)\mathbf F .$$
Here $\mathbf F=\mathbf r/r^3$, whose divergence vanishes away from the origin. The product rule gives
$$(\mathbf m_1\cdot\nabla)\frac{\mathbf r}{r^3}=\frac{\mathbf m_1}{r^3}-\frac{3\,\mathbf r\,(\mathbf m_1\cdot\mathbf r)}{r^5}.$$
With $\mathbf r=r\mathbf n$, the magnetic field is therefore
$$\mathbf B_1=\nabla\times\mathbf A=\frac{\alpha^2}{r^3}\left[3\mathbf n(\mathbf n\cdot\mathbf m_1)-\mathbf m_1\right].$$
The second dipole has energy $-\mathbf m_2\cdot\mathbf B_1$ in this field:
$$U=\frac{\alpha^2}{r^3}\left[\mathbf m_1\cdot\mathbf m_2-3(\mathbf m_1\cdot\mathbf n)(\mathbf m_2\cdot\mathbf n)\right].$$

The electron's moment is opposite to its spin, $\mathbf m=-g\mu_B\mathbf S=-(g/2)\mathbf S$. Two moments enter each product, so the minus signs cancel and a factor $g^2/4$ remains:
$$H_d=D\left[\mathbf S_1\cdot\mathbf S_2-3(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)\right],\qquad D=\frac{g^2}{4}\frac{\alpha^2}{r^3}.$$

The distance is 188.973 bohr, so
$$D=\frac{1.00232\times(0.00729735)^2}{(188.973)^3}=7.909\times10^{-12}\ \text{hartree}.$$
One hartree is 27.211 eV, which gives $D=2.152\times10^{-10}$ eV. Division by $h=4.1357\times10^{-15}$ eV s gives
$$\boxed{D/h=52.04\ \text{kHz}}$$

Two factors make this energy small. One is $\alpha^2=5.3\times10^{-5}$, which measures how weak magnetic forces are beside electric ones at atomic scales. The other is the distance, through $1/r^3=1.5\times10^{-7}$ in atomic units. The dielectric constant of diamond does not appear, because the interaction is magnetic.

A classical calculation that does not use the dipole formula gives the same size and sign. Replace each spin by a current loop of radius $a=0.05$ nm with moment $g\mu_B/2$ along $\mathbf n$, and hence current $I=g\mu_B/(2\pi a^2)$. The energy at fixed moments is
$$U=-\alpha^2I^2\oint\oint\frac{d\mathbf l_1\cdot d\mathbf l_2}{|\mathbf r_1-\mathbf r_2|}.$$
Numerical integration around both loops gives $U/h=-26.019$ kHz. The formula, with two parallel classical spins of length 1/2 along $\mathbf n$, gives $D(1/4-3/4)=-D/2$, or $-26.021$ kHz. Dipoles placed head to tail lower their energy.

### (b) Levels without an applied field

Choose $z$ along $\mathbf n$. Then
$$H_d=D\left[S_{1x}S_{2x}+S_{1y}S_{2y}-2S_{1z}S_{2z}\right].$$
With $S_\pm=S_x\pm iS_y$, the first two terms equal $F/2$, where
$$F=S_{1+}S_{2-}+S_{1-}S_{2+}.$$
This operator exchanges $\uparrow\downarrow$ and $\downarrow\uparrow$, and it gives zero on $\uparrow\uparrow$ and $\downarrow\downarrow$. Its eigenvalues on the antiparallel states are therefore $+1$ for $T_0=(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$ and $-1$ for the singlet $S=(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$.

The product $S_{1z}S_{2z}$ is $1/4$ for parallel spins and $-1/4$ for antiparallel spins. Hence
$$E_{\uparrow\uparrow}=E_{\downarrow\downarrow}=-\tfrac12D,\qquad E_{T_0}=\tfrac12D+\tfrac12D=D,\qquad E_S=\tfrac12D-\tfrac12D=0.$$
In frequency units the levels are $-26.02$ (twice), $0$ and $52.04$ kHz. Their sum is zero, so the interaction splits the four levels without moving their mean.

These are the levels of the magnetic interaction between the two electrons alone. In a real nitrogen pair each electron is also coupled to its own nitrogen nucleus, with a strength of order 100 MHz. That hyperfine coupling sets the level pattern at zero field, and the dipolar interaction changes it only by tens of kHz.

### (c) Lines in a strong field

Now let $z$ lie along the field and take $\mathbf n=(\sin\theta,0,\cos\theta)$. The Zeeman term is $\varepsilon_1S_{1z}+\varepsilon_2S_{2z}$, where $\varepsilon_i$ is the resonance energy of spin $i$ alone. At 0.34 T, $\varepsilon/h$ is 9.528 GHz, far above $D/h$. Terms of $H_d$ that change the total $S_z$ connect levels about $\varepsilon$ or $2\varepsilon$ apart. They shift levels by an amount of order $D^2/\varepsilon$, or about $3\times10^{-4}$ kHz, and are dropped.

To find the terms that remain, expand
$$(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)=\cos^2\theta\,S_{1z}S_{2z}+\sin^2\theta\,S_{1x}S_{2x}+\sin\theta\cos\theta\,(S_{1x}S_{2z}+S_{1z}S_{2x}).$$
The last bracket changes the total $S_z$ by one unit and is dropped. In the middle term,
$$S_{1x}S_{2x}=\tfrac14F+\tfrac14(S_{1+}S_{2+}+S_{1-}S_{2-}),$$
and only $F/4$ conserves the total $S_z$. Since $\mathbf S_1\cdot\mathbf S_2=S_{1z}S_{2z}+F/2$, what remains is
$$H_d\approx D\left[(1-3\cos^2\theta)S_{1z}S_{2z}+\left(\tfrac12-\tfrac34\sin^2\theta\right)F\right].$$
The coefficient of $F$ is $\tfrac12-\tfrac34+\tfrac34\cos^2\theta=-\tfrac14(1-3\cos^2\theta)$. Therefore
$$H_d\approx C\left[S_{1z}S_{2z}-\tfrac14F\right],\qquad C=D(1-3\cos^2\theta).$$

Let $\bar\varepsilon=(\varepsilon_1+\varepsilon_2)/2$ and $\Delta=\varepsilon_1-\varepsilon_2\ge0$. The parallel states have energies
$$E_{\uparrow\uparrow}=\bar\varepsilon+\tfrac14C,\qquad E_{\downarrow\downarrow}=-\bar\varepsilon+\tfrac14C.$$
In the basis $\uparrow\downarrow,\ \downarrow\uparrow$ the Hamiltonian is
$$\begin{pmatrix}\Delta/2-C/4&-C/4\\-C/4&-\Delta/2-C/4\end{pmatrix}.$$
Its eigenvalues are
$$E_\pm=-\tfrac14C\pm R,\qquad R=\tfrac12\sqrt{\Delta^2+C^2/4}.$$

**Different frequencies, $\Delta\gg|C|$.** The eigenstates are nearly $\uparrow\downarrow$ and $\downarrow\uparrow$, with energies $E_+$ and $E_-$. Spin 1 flips at an energy that depends on its partner:
$$\text{partner up: }E_{\uparrow\uparrow}-E_-=\bar\varepsilon+R+\tfrac12C,\qquad \text{partner down: }E_+-E_{\downarrow\downarrow}=\bar\varepsilon+R-\tfrac12C.$$
The signed splitting is $C$. The small flip-flop shift contained in $R$ moves both lines together and drops out of the difference. For $\theta=0$ the off-diagonal element has size $|C|/4h=26.02$ kHz. Beside $\Delta/h=90$ MHz it gives a mixing probability of $(26.02/90000)^2=8.4\times10^{-8}$, so each line belongs almost entirely to one spin.

**Equal frequencies, $\Delta=0$.** The antiparallel eigenstates are $T_0$ and $S$. Since $F=1$ on $T_0$, its energy is $-C/4-C/4=-C/2$. A uniform microwave field acts on $S_{1x}+S_{2x}$, which is symmetric under exchange of the spins and cannot connect the triplet states to the singlet. The two visible lines are
$$E_{\uparrow\uparrow}-E_{T_0}=\bar\varepsilon+\tfrac34C,\qquad E_{T_0}-E_{\downarrow\downarrow}=\bar\varepsilon-\tfrac34C,$$
and their signed splitting is $3C/2$. The extra half comes from the flip-flop term, which is now fully effective.

Diagonalizing the full four-level Hamiltonian numerically, with no terms dropped, gives these signed splittings:

| Field direction | Different frequencies | Equal frequencies |
|---|---:|---:|
| along $\mathbf n$, $\theta=0$ | $-104.08$ kHz | $-156.12$ kHz |
| across $\mathbf n$, $\theta=90^\circ$ | $52.04$ kHz | $78.06$ kHz |

They equal $C/h$ and $3C/2h$ to the digits shown. The sign tells which line lies higher; a spectrum that does not identify the partner's state shows the magnitude. The characteristic 52 kHz is thus itself a line splitting for spins of different frequency with the field across $\mathbf n$. For other directions the angular factor must be restored.

The splitting vanishes at this order when $\cos^2\theta=1/3$, or $\theta=54.74^\circ$. A pair at this angle looks uncoupled although its distance is unchanged, so one measured splitting does not determine $r$ unless $\theta$ is known.

Two lines 52.04 kHz apart gain one full turn of relative phase in $1/(52.04\ \text{kHz})=19.2$ µs. Spin coherence must last for a time of this order if the splitting is to be seen clearly. In an ordinary spectrum this includes dephasing by static fields. In diamond with natural carbon, the $^{13}$C nuclei typically broaden the lines to a full width of roughly 100 to 200 kHz, which can hide the splitting. For spins of different frequency, an echo sequence that flips both spins cancels these static shifts but keeps the coupling.

### (d) Is this the whole coupling?

Electrons on two centres also interact through exchange, an electrostatic effect that requires their wavefunctions to overlap. Outside a centre with binding energy $E_b$, an electron of effective mass $m$ (in units of $m_e$) has a wavefunction that falls essentially as $e^{-\kappa r}$. The Schrödinger equation there gives $\kappa^2/2m=E_b$, so $\kappa=\sqrt{2mE_b}$. Exchange swaps two electrons, each of which must reach the other centre, and the energy therefore falls roughly as $e^{-2\kappa r}$.

For the prefactor I take over the known large-distance law for two hydrogen atoms, in which $2E_b$ is one hartree:
$$J\approx1.64\,(2E_b)\,(\kappa r)^{5/2}e^{-2\kappa r}.$$
Here $J$ is the triplet energy minus the singlet energy. The law is not derived here, but its accuracy for hydrogen can be seen from a direct calculation. Diagonalizing the two-electron Hamiltonian in all states of the aug-cc-pVTZ Gaussian basis gives $J=5.16\times10^{-3}$ eV at 0.370 nm, where $\kappa r=7$. This value is converged only to about 1%: the larger aug-cc-pVQZ basis gives $5.21\times10^{-3}$ eV. The law gives $4.81\times10^{-3}$ eV, which is 7 to 8% below the computed values. It is less accurate at shorter distance: near $\kappa r=4.7$ it lies about 19% low. Its use for centres in a solid is a much rougher step and serves for orders of magnitude.

**Nitrogen in diamond.** Rough inputs are $E_b=1.7$ eV and a light conduction mass $m=0.3$, chosen because a light electron has the longer tail. Then
$$\kappa r=\sqrt{\frac{2(0.3)(1.7)}{27.211}}\times188.973=36.6,$$
$$J\approx1.64\times3.4\ \text{eV}\times(36.6)^{5/2}e^{-73.2}\sim10^{-27}\ \text{eV}.$$
This is a few times $10^{-18}$ of $D$. A constant mass overestimates $\kappa$ for a level this deep in the 5.5 eV gap. A simple two-band correction, a factor $\sqrt{1-E_b/E_g}$ with $E_g$ the gap, lowers $\kappa r$ to about 30 and raises the ratio to about $5\times10^{-13}$. The law reaches $D$ only at $\kappa r\approx15$, so the estimate could be wrong by many powers of ten and exchange would still be negligible. In this model the dipolar interaction is the whole direct coupling.

**Phosphorus in silicon.** The binding energy is only about 0.045 eV, so at 300 K most donors in moderately doped silicon have lost their electrons. The estimate applies to a cold crystal, at about 30 K or below, where both donors are most likely neutral. The conduction mass depends on direction. Using the light mass 0.19 and the heavy mass 0.92 in turn, as if each were isotropic, gives:

- $m=0.19$: $\kappa r=4.7$ and $J\approx5.5\times10^{-4}$ eV, about $3\times10^6$ times $D$;
- $m=0.92$: $\kappa r=10.4$ and $J\approx5\times10^{-8}$ eV, about 200 times $D$.

The estimate leaves out interference between the conduction valleys of silicon, which can strongly reduce $J$ at particular separations, and the short-range potential of the donor. The two values are therefore not strict bounds. They do show that 52 kHz cannot be taken as the total coupling of such a pair. The point-dipole value is itself less secure here, since the decay length $1/\kappa$ is 1 to 2 nm.

### The model beside implanted diamond

The least realistic assumption is a known distance. Ions implanted at about 5 keV stop with a spread of roughly 3 nm, which is not small beside 10 nm. Because $D\propto r^{-3}$, the strength is 101.6 kHz at 8 nm and 30.1 kHz at 12 nm. An error of 2 nm thus nearly doubles the coupling or reduces it by about 40%.

The unpaired electron of substitutional nitrogen is also not centred on the nitrogen site; much of it sits on a neighbouring carbon atom. Moving one spin by a rough 0.15 nm towards its partner raises $D$ by 4.6%. A result of "about 50 kHz" is therefore as fine as the point model deserves for a real pair, even when both lattice sites are known.

The 90 MHz difference is a rough typical size for two centres whose $^{14}$N nuclei differ by one unit in spin projection. If the nuclear states and the orientations of the centres match, the equal-frequency result can apply instead, provided other frequency differences are small beside $|C|/h$. In diamond with natural carbon this is often not so, because the $^{13}$C nuclei alone typically make the two frequencies differ by an amount comparable with $|C|/h$.

Temperature enters through populations. At 300 K, $k_BT=0.02585$ eV, and the Boltzmann factor for freeing an electron bound by 1.7 eV is $2.8\times10^{-29}$. This factor is not the ionized fraction, which also depends on the density of band states and on other defects, but it shows that heat alone hardly empties the level. The thermal spin polarization is $\tanh(\varepsilon/2k_BT)=7.6\times10^{-4}$. The partner is thus up or down with nearly equal probability, and the two lines of a split pair have nearly equal strength. The value of $D$ in this model does not depend on temperature while $r$ and $g$ are held fixed.
